# Mean-field Potts model of an equiatomic alloy: a numerical check

```python
"""
Mean-field Potts model of an equiatomic alloy with q species.
Each unlike neighbour pair costs V > 0; z neighbours; J = z V; K = J/(k_B T).
Free energy per site over k_B T: K/2 (1 - sum x_a^2) + sum x_a ln x_a.
One-rich composition: x_rich = (1+(q-1)m)/q, all others (1-m)/q.
Result under test: for q > 2 a first-order demixing transition at
k_B T_c = J (q-2) / (2 (q-1) ln(q-1)), where m jumps from 0 to (q-2)/(q-1).
For q = 2 the transition is continuous.
"""
import numpy as np
from scipy import constants
from scipy.optimize import linprog, minimize, minimize_scalar
from scipy.special import gammaln, softmax, xlogy

rng = np.random.default_rng(7)


def free_energy(x, K):
    """Free energy per site divided by k_B T, from the composition."""
    x = np.asarray(x, float)
    return 0.5 * K * (1 - np.sum(x**2, axis=-1)) + np.sum(xlogy(x, x), axis=-1)


def one_rich(q, m):
    m = np.asarray(m, float)[..., None]
    return (1 - m) / q + m * np.eye(q)[0]


def jump_formula(q):
    return (q - 2) / (q - 1)


def tc_formula(q):
    """k_B T_c / J for q > 2."""
    return (q - 2) / (2 * (q - 1) * np.log(q - 1))


def rich_state(q, K):
    """Enrichment m and free energy of the demixed branch, by minimization."""
    res = minimize_scalar(lambda m: free_energy(one_rich(q, m), K),
                          bounds=(0.5 * jump_formula(q), 1 - 1e-12),
                          method="bounded", options={"xatol": 1e-11})
    return res.x, res.fun


# Inhomogeneous alloy: pair energies against local terms plus gradient cost
q_test = 5
sites = rng.dirichlet(np.ones(q_test), size=(4, 4, 4))
pair_energy = 0.0
gradient_cost = 0.0
for axis in range(3):
    neighbour = np.roll(sites, 1, axis=axis)
    pair_energy += np.sum(1 - np.sum(sites * neighbour, axis=-1))
    gradient_cost += 0.5 * np.sum((sites - neighbour)**2)
local_energy = np.sum(0.5 * 6 * (1 - np.sum(sites**2, axis=-1)))
assert abs(pair_energy - local_energy - gradient_cost) < 1e-10


# Transition from an unrestricted search over all compositions:
# k_B T_c/J is the largest ratio of energy gain to entropy loss.
def search_transition(q):
    def negative_ratio(y):
        x = softmax(y)
        entropy_loss = np.sum(xlogy(x, q * x))
        if entropy_loss < 1e-8:
            return -1 / q
        return -(np.sum(x**2) - 1 / q) / (2 * entropy_loss)
    runs = [minimize(negative_ratio, 1.5 * rng.normal(size=q), method="BFGS",
                     jac="3-point", options={"gtol": 1e-8})
            for _ in range(10)]
    best = min(runs, key=lambda r: r.fun)
    return -best.fun, np.sort(softmax(best.x))


print("Unrestricted composition search (dimensionless)")
print(" q  kTc/J search  kTc/J formula  m search  m formula")
for q in (3, 4, 5, 6):
    tc_found, x_found = search_transition(q)
    m_found = (q * x_found[-1] - 1) / (q - 1)
    assert np.ptp(x_found[:-1]) < 1e-5
    assert abs(tc_found - tc_formula(q)) < 1e-8
    assert abs(m_found - jump_formula(q)) < 1e-5
    print(f" {q}  {tc_found:.6f}      {tc_formula(q):.6f}"
          f"       {m_found:.5f}   {jump_formula(q):.5f}")

# At T_c the free energy is even about the midpoint and has three extrema
for q in (3, 4, 5, 6, 7):
    Kc = 1 / tc_formula(q)
    middle = 0.5 * jump_formula(q)
    u = np.linspace(0, 0.95 * q / (2 * (q - 1)), 50)
    right = free_energy(one_rich(q, middle + u), Kc)
    left = free_energy(one_rich(q, middle - u), Kc)
    assert np.max(np.abs(right - left)) < 1e-12
    grid = np.linspace(-0.999 / (q - 1), 0.999, 4001)
    slope_sign = np.sign(np.diff(free_energy(one_rich(q, grid), Kc)))
    slope_sign = slope_sign[slope_sign != 0]
    assert np.count_nonzero(np.diff(slope_sign)) == 3
    barrier_direct = (free_energy(one_rich(q, middle), Kc)
                      - free_energy(one_rich(q, 0), Kc))
    barrier = np.log(q / 2) - (3 * q - 2) * np.log(q - 1) / (4 * q)
    assert barrier > 0 and abs(barrier - barrier_direct) < 1e-12

# A state with two rich species is unstable to exchange between them
def two_rich(d):
    return 0.25 + 0.5 * d * np.array([1, 1, -1, -1])


d_best = minimize_scalar(lambda d: free_energy(two_rich(d), 5.0),
                         bounds=(0.01, 0.499), method="bounded").x
exchange = 1e-3 * np.array([1, -1, 0, 0])
assert d_best > 0.1
assert free_energy(two_rich(d_best), 5.0) < free_energy(two_rich(0), 5.0)
for sign in (1, -1):
    assert (free_energy(two_rich(d_best) + sign * exchange, 5.0)
            < free_energy(two_rich(d_best), 5.0))

# The uniform state loses local stability at K = q
for q in (3, 4, 5, 6):
    direction = rng.normal(size=q)
    direction -= direction.mean()
    direction *= 1e-3 / np.linalg.norm(direction)
    centre = np.full(q, 1 / q)
    curvature = [free_energy(centre + direction, K)
                 + free_energy(centre - direction, K)
                 - 2 * free_energy(centre, K) for K in (0.99 * q, 1.01 * q)]
    assert curvature[0] > 0 > curvature[1]

# Two species: continuous onset
print("Two species, continuous onset (dimensionless)")
for t in (1e-2, 1e-3, 1e-4):
    m_two = minimize_scalar(
        lambda m: free_energy(one_rich(2, m), 2 / (1 - t)),
        bounds=(0, 1), method="bounded", options={"xatol": 1e-11}).x
    assert abs(m_two / np.sqrt(3 * t) - 1) < 0.02
    print(f" 1-T/Tc = {t:.0e}: m = {m_two:.5f}, sqrt law {np.sqrt(3*t):.5f}")

# Fixed equiatomic composition, three species: best mixture of any phases
n = 120
i, j = np.meshgrid(np.arange(n + 1), np.arange(n + 1), indexing="ij")
keep = i + j <= n
phases = np.stack([i[keep], j[keep], n - i[keep] - j[keep]], axis=1) / n
print("Equiatomic three-species alloy, linear program over phases")
for ratio in (1.02, 0.98):
    K = 1 / (ratio * tc_formula(3))
    lp = linprog(free_energy(phases, K), A_eq=phases.T,
                 b_eq=np.full(3, 1 / 3), bounds=(0, None), method="highs")
    assert lp.status == 0
    used = lp.x > 1e-6
    richest = np.max(phases[used], axis=1)
    if ratio > 1:
        assert np.max(np.abs(phases[used] - 1 / 3)) < 1e-9
        print(f" T/Tc = {ratio}: phases {used.sum()},"
              f" largest fraction {richest.max():.4f}")
    else:
        m_eq, f_eq = rich_state(3, K)
        x_eq = one_rich(3, m_eq)[0]
        assert -1e-6 < lp.fun - f_eq < 1.5e-4
        assert np.max(np.abs(richest - x_eq)) < 2 / n
        owner = np.argmax(phases[used], axis=1)
        amounts = np.bincount(owner, weights=lp.x[used], minlength=3)
        assert np.max(np.abs(amounts - 1 / 3)) < 0.02
        print(f" T/Tc = {ratio}: rich fraction {np.mean(richest):.4f}"
              f" (grid 1/{n}), mean field {x_eq:.4f}")
        print(" phase amounts:", " ".join(f"{a:.3f}" for a in amounts))

# All pairs coupled with strength J/N: exact finite sum, equal potentials
N = 1500
i, j = np.meshgrid(np.arange(N + 1), np.arange(N + 1), indexing="ij")
keep = i + j <= N
n1, n2 = i[keep], j[keep]
n3 = N - n1 - n2
log_count = (gammaln(N + 1) - gammaln(n1 + 1) - gammaln(n2 + 1)
             - gammaln(n3 + 1))
square_sum = (n1 / N)**2 + (n2 / N)**2 + (n3 / N)**2
print(f"All pairs coupled, q = 3, N = {N}: mean of sum x_a^2")
for ratio in (1.04, 0.96):
    K = 1 / (ratio * tc_formula(3))
    log_weight = log_count - 0.5 * K * N * (1 - square_sum)
    weight = np.exp(log_weight - log_weight.max())
    exact = np.sum(weight * square_sum) / np.sum(weight)
    m_eq = 0.0 if ratio > 1 else rich_state(3, K)[0]
    predicted = np.sum(one_rich(3, m_eq)**2)
    assert abs(exact - predicted) < 0.01
    print(f" T/Tc = {ratio}: exact {exact:.4f}, mean field {predicted:.4f}")

# Worked example: five species, round model parameters
q, z, V = 5, 12, 0.02
J = z * V
kelvin_per_eV = constants.e / constants.k
tc = tc_formula(q)
m_jump, f_rich = rich_state(q, 1 / tc)
assert abs(m_jump - jump_formula(q)) < 1e-6
assert abs(f_rich - free_energy(one_rich(q, 0), 1 / tc)) < 1e-12
x_jump = one_rich(q, jump_formula(q))
assert abs(x_jump[0] - (q - 1) / q) < 1e-12
assert abs(x_jump[1] - 1 / (q * (q - 1))) < 1e-12

# Entropy jump from temperature derivatives of the two branches
h = 1e-4
rich_branch = [T * rich_state(q, 1 / T)[1] for T in (tc - h, tc + h)]
flat_branch = [T * free_energy(one_rich(q, 0), 1 / T)
               for T in (tc - h, tc + h)]
entropy_rich = -(rich_branch[1] - rich_branch[0]) / (2 * h)
entropy_flat = -(flat_branch[1] - flat_branch[0]) / (2 * h)
entropy_jump = (q - 2) * np.log(q - 1) / q
latent = J * (q - 2)**2 / (2 * q * (q - 1))
assert abs(entropy_flat - entropy_rich - entropy_jump) < 1e-4
assert abs((entropy_flat - entropy_rich) * tc * J - latent) < 1e-5

# Upper stability limit of the rich state
limit = minimize_scalar(lambda m: np.log((1 + (q - 1) * m) / (1 - m)) / m,
                        bounds=(0.05, 0.99), method="bounded",
                        options={"xatol": 1e-10})
m_grid = np.linspace(0.01, 0.999, 20001)
for factor, expected in ((0.999, 0), (1.001, 1)):
    rising = np.diff(free_energy(one_rich(q, m_grid), factor * limit.fun)) > 0
    minima = np.count_nonzero(~rising[:-1] & rising[1:])
    assert minima == expected
barrier = tc * J * (np.log(q / 2) - (3 * q - 2) * np.log(q - 1) / (4 * q))

print(f"Worked example: q = {q}, z = {z}, V = {V:.3f} eV, J = {J:.3f} eV")
print(f" k_B T_c = {tc*J:.5f} eV")
print(f" T_c = {tc*J*kelvin_per_eV:.1f} K")
print(f" jump of m at T_c = {m_jump:.5f}")
print(f" rich fraction = {x_jump[0]:.4f}, each poor = {x_jump[1]:.4f}")
print(f" latent heat = {latent:.5f} eV per atom")
print(f" entropy jump = {entropy_jump:.5f} k_B per atom")
print(f" entropy jump from derivatives = {entropy_flat-entropy_rich:.5f} k_B")
print(f" uniform barrier at T_c = {barrier:.6f} eV per atom")
print(f" uniform state unstable below k_B T = {J/q:.5f} eV")
print(f" rich state absent above k_B T = {J/limit.fun:.5f} eV")
print(f" m at that upper limit = {limit.x:.4f}")
print("Cooling the five-species alloy")
for ratio in (0.999, 0.95, 0.90, 0.80):
    m_eq, f_eq = rich_state(q, 1 / (ratio * tc))
    assert f_eq < free_energy(one_rich(q, 0), 1 / (ratio * tc))
    assert m_eq > jump_formula(q)
    print(f" T/Tc = {ratio:.3f}: m = {m_eq:.4f},"
          f" rich fraction = {one_rich(q, m_eq)[0]:.4f}")

print("verified")
```

It prints:

```
Unrestricted composition search (dimensionless)
 q  kTc/J search  kTc/J formula  m search  m formula
 3  0.360674      0.360674       0.50000   0.50000
 4  0.303413      0.303413       0.66667   0.66667
 5  0.270505      0.270505       0.75000   0.75000
 6  0.248534      0.248534       0.80000   0.80000
Two species, continuous onset (dimensionless)
 1-T/Tc = 1e-02: m = 0.17251, sqrt law 0.17321
 1-T/Tc = 1e-03: m = 0.05475, sqrt law 0.05477
 1-T/Tc = 1e-04: m = 0.01732, sqrt law 0.01732
Equiatomic three-species alloy, linear program over phases
 T/Tc = 1.02: phases 1, largest fraction 0.3333
 T/Tc = 0.98: rich fraction 0.7167 (grid 1/120), mean field 0.7245
 phase amounts: 0.333 0.333 0.333
All pairs coupled, q = 3, N = 1500: mean of sum x_a^2
 T/Tc = 1.04: exact 0.3381, mean field 0.3333
 T/Tc = 0.96: exact 0.6054, mean field 0.6092
Worked example: q = 5, z = 12, V = 0.020 eV, J = 0.240 eV
 k_B T_c = 0.06492 eV
 T_c = 753.4 K
 jump of m at T_c = 0.75000
 rich fraction = 0.8000, each poor = 0.0500
 latent heat = 0.05400 eV per atom
 entropy jump = 0.83178 k_B per atom
 entropy jump from derivatives = 0.83178 k_B
 uniform barrier at T_c = 0.000987 eV per atom
 uniform state unstable below k_B T = 0.04800 eV
 rich state absent above k_B T = 0.06733 eV
 m at that upper limit = 0.5749
Cooling the five-species alloy
 T/Tc = 0.999: m = 0.7521, rich fraction = 0.8017
 T/Tc = 0.950: m = 0.8281, rich fraction = 0.8625
 T/Tc = 0.900: m = 0.8772, rich fraction = 0.9017
 T/Tc = 0.800: m = 0.9376, rich fraction = 0.9501
verified
```
